# Gate-Leakage Lifetimes from Outgoing-Wave Eigenvalues and Transmission Widths: a program that tests the result

```python
"""Result under test: outgoing-wave eigenvalues E = Er - i*Gamma/2 of a
double barrier are transmission poles; 1/Gamma is the decay lifetime, and the
transmission FWHM equals Gamma up to a relative correction of order Gamma^2.
H = -(1/2) d/dx (1/m) d/dx + U; both leads have U = 0 and mass M_LEAD.
k = lead wave number, lam = -i*k, D = outgoing mismatch of the layer stack.
Hartree atomic units. Spectral elements give the eigenvalues; independent
high-precision transfer matrices give D and the transmission T."""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from scipy.linalg import eig, eigh
from scipy.sparse import diags
from scipy.sparse.linalg import splu
from scipy.constants import physical_constants as pc

mp.mp.dps = 60
M_LEAD, M_WELL, M_BARRIER = 1.0, 0.9, 0.2
U_WELL, U_BARRIER, WELL = 0.05, 0.12, 40.0
DEGREE = 24
TIME_PS = pc['atomic unit of time'][0] * 1e12
HARTREE_EV = pc['Hartree energy in eV'][0]
BOHR_NM = pc['Bohr radius'][0] * 1e9

# Reference-element overlap and stiffness matrices on [-1, 1].
inner = leg.Legendre.basis(DEGREE).deriv().roots()
nodes = np.concatenate(([-1.0], np.sort(np.real(inner)), [1.0]))
points, weights = leg.leggauss(DEGREE + 2)
to_modal = np.linalg.inv(leg.legvander(nodes, DEGREE))
values = leg.legvander(points, DEGREE) @ to_modal
slopes = leg.legval(points, leg.legder(np.eye(DEGREE + 1))).T @ to_modal
S_REF = values.T @ (weights[:, None] * values)
K_REF = slopes.T @ (weights[:, None] * slopes)


def stack(left, right):
    return [(left, M_BARRIER, U_BARRIER), (WELL, M_WELL, U_WELL),
            (right, M_BARRIER, U_BARRIER)]


def assemble(layers):
    size = DEGREE * len(layers) + 1
    ham, overlap = np.zeros((size, size)), np.zeros((size, size))
    for j, (width, mass, potential) in enumerate(layers):
        part = slice(j * DEGREE, (j + 1) * DEGREE + 1)
        local = S_REF * width / 2
        ham[part, part] += K_REF / (width * mass) + potential * local
        overlap[part, part] += local
    return ham, overlap


def outgoing_matrices(layers):
    ham, overlap = assemble(layers)
    ends = np.zeros_like(ham)
    ends[0, 0] = ends[-1, -1] = 1.0
    return ham, ends / (2 * M_LEAD), overlap / (2 * M_LEAD), overlap


def resonances(layers, count=1):
    """Lowest quasi-bound states from one linearized quadratic problem."""
    ham, lin, quad, overlap = outgoing_matrices(layers)
    n = len(ham)
    one, zero = np.eye(n), np.zeros((n, n))
    lam_all, vectors = eig(np.block([[zero, one], [-ham, -lin]]),
                           np.block([[one, zero], [zero, quad]]))
    k_all = 1j * lam_all
    energy = k_all**2 / (2 * M_LEAD)
    height = energy.real - U_WELL
    keep = np.where((k_all.real > 0) & (height > 0)
                    & (energy.real < U_BARRIER)
                    & (abs(energy.imag) < 0.2 * height))[0]
    keep = keep[np.argsort(energy[keep].real)][:count]
    assert len(keep) == count
    found = []
    for index in keep:
        lam, c = lam_all[index], vectors[:n, index]
        for _ in range(3):
            a = ham + lam * lin + lam**2 * quad
            da = lin + 2 * lam * quad
            c = np.linalg.solve(a, da @ c)
            c = c / np.linalg.norm(c)
            lam = lam - (c @ a @ c) / (c @ da @ c)
        k = 1j * lam
        norm = np.vdot(c, overlap @ c).real
        speed = k.real / M_LEAD
        left = speed * abs(c[0])**2 / norm
        right = speed * abs(c[-1])**2 / norm
        found.append(dict(raw=energy[index], E=k**2 / (2 * M_LEAD),
                          left=left, right=right, width=left + right))
    return found


def mismatch(energy, layers):
    """D(E): zero when purely outgoing waves match on both sides."""
    total = mp.eye(2)
    for width, mass, potential in layers:
        q = mp.sqrt(2 * mass * (energy - potential))
        co, si = mp.cos(q * width), mp.sin(q * width)
        total = mp.matrix([[co, mass * si / q], [-q * si / mass, co]]) * total
    g = mp.sqrt(2 * M_LEAD * energy) / M_LEAD
    return (total[1, 0] - g**2 * total[0, 1]
            - 1j * g * (total[0, 0] + total[1, 1]))


def transmission(energy, layers):
    g = mp.sqrt(2 * M_LEAD * energy) / M_LEAD
    return 4 * g**2 / abs(mismatch(energy, layers))**2


def exact_pole(guess, layers):
    start = mp.mpc(guess)
    return mp.findroot(lambda e: mismatch(e, layers),
                       (start, start * (1 + mp.mpf('1e-7'))),
                       solver='secant', tol=mp.mpf('1e-40'))


def line_shape(pole, layers):
    """Peak and half-maximum points found on the real energy axis."""
    er, width = pole.real, -2 * pole.imag
    step, tol = mp.mpf('1e-12'), mp.mpf('1e-24')

    def t_of(y):
        return transmission(er + width * y, layers)

    y_peak = mp.findroot(
        lambda y: (t_of(y + step) - t_of(y - step)) / (2 * step),
        (mp.mpf('-0.05'), mp.mpf('0.05')), solver='secant', tol=tol)
    top = t_of(y_peak)
    sides = [mp.findroot(lambda y: t_of(y) - top / 2,
                         (s * mp.mpf('0.45'), s * mp.mpf('0.55')),
                         solver='secant', tol=tol) for s in (-1, 1)]
    return width * (sides[1] - sides[0]), width * y_peak, top


def predicted_corrections(pole, layers):
    """Peak shift and relative FWHM excess from the smooth numerator G."""
    er, width, step = pole.real, -2 * pole.imag, mp.mpf('1e-9')
    g_minus, g_zero, g_plus = [
        transmission(er + x, layers) * (x**2 + width**2 / 4)
        for x in (-step, mp.mpf(0), step)]
    a = (g_plus - g_minus) / (2 * step * g_zero)
    b = (g_plus - 2 * g_zero + g_minus) / (2 * step**2 * g_zero)
    return a * width**2 / 8, width**2 * (a**2 + 4 * b) / 16


def decay_rate(layers, er, width):
    """Well-population decay from Crank-Nicolson motion on a long grid."""
    h, dt = 0.4, 5.0
    t_start, t_end = 0.4 / width, 1.0 / width
    lead = int(0.65 * np.sqrt(2 * er / M_LEAD) * t_end / h)
    counts = [lead] + [round(x[0] / h) for x in layers] + [lead]
    masses = [M_LEAD] + [x[1] for x in layers] + [M_LEAD]
    floors = [0.0] + [x[2] for x in layers] + [0.0]
    m, u = np.repeat(masses, counts), np.repeat(floors, counts)
    # Subtracting er only removes a global phase and sharpens the time step.
    diagonal = (1 / m[:-1] + 1 / m[1:]) / (2 * h**2)
    diagonal = diagonal + (u[:-1] + u[1:]) / 2 - er
    off = -1 / (2 * m[1:-1] * h**2)
    matrix = diags([1j * dt / 2 * off, 1 + 1j * dt / 2 * diagonal,
                    1j * dt / 2 * off], [-1, 0, 1], format='csc')
    solver = splu(matrix, permc_spec='NATURAL')
    first = counts[0] + counts[1]
    well = slice(first, first + counts[2] - 1)
    psi = np.zeros(len(diagonal), complex)
    psi[well] = np.sin(np.pi * np.arange(1, counts[2]) / counts[2])
    n_start, n_end = int(t_start / dt), int(t_end / dt)
    for step in range(1, n_end + 1):
        psi = 2 * solver.solve(psi) - psi
        if step == n_start:
            early = np.sum(abs(psi[well])**2)
    late = np.sum(abs(psi[well])**2)
    return np.log(early / late) / ((n_end - n_start) * dt)


print(f"masses lead, well, barrier: {M_LEAD} {M_WELL} {M_BARRIER} m_e")
print(f"well width: {WELL:.0f} bohr")
print(f"well floor, barrier top: {U_WELL} {U_BARRIER} hartree")
print(f"polynomial degree per layer: {DEGREE}")

# The main stack: three levels against exact poles, FWHMs and closed levels.
main = stack(18.0, 24.0)
levels = resonances(main, 3)
ham_closed, s_closed = assemble(stack(80.0, 80.0))
closed = eigh(ham_closed[1:-1, 1:-1], s_closed[1:-1, 1:-1],
              eigvals_only=True)[:3]
print(f"matrix size, linearized size: {3*DEGREE+1} {2*(3*DEGREE+1)}")
print("main stack, barriers 18 and 24 bohr; energies in hartree")
print("level  Er  Gamma  FWHM")
for number, state in enumerate(levels):
    pole = exact_pole(state['E'], main)
    exact_width = float(-2 * pole.imag)
    fwhm, _, top = line_shape(pole, main)
    assert abs(state['E'].real - float(pole.real)) < 1e-10
    assert abs(state['width'] / exact_width - 1) < 1e-6
    assert abs(-2 * state['E'].imag / state['width'] - 1) < 1e-5
    assert abs(state['E'].real - closed[number]) < 2 * state['width']
    print(f"{number+1}  {state['E'].real:.8f}  {state['width']:.6e}"
          f"  {float(fwhm):.6e}")
    if number == 0:
        assert abs(float(fwhm) / state['width'] - 1) < 1e-4
        main_peak = float(top)
ground = levels[0]
peak_formula = 4 * ground['left'] * ground['right'] / ground['width']**2
assert abs(peak_formula / main_peak - 1) < 1e-3
print(f"level 1 closed-well energy: {closed[0]:.8f} hartree")
print(f"level 1 Gamma_L: {ground['left']:.6e} hartree")
print(f"level 1 Gamma_R: {ground['right']:.6e} hartree")
print(f"level 1 share leaving left: {ground['left']/ground['width']:.4f}")
print(f"level 1 peak T, transfer matrix: {main_peak:.6f}")
print(f"level 1 peak T, partial widths: {peak_formula:.6f}")
print(f"level 1 lifetime: {1/ground['width']:.5e} atomic units")
print(f"level 1 lifetime: {TIME_PS/ground['width']:.4f} ps")
print(f"level 1 width: {ground['width']*HARTREE_EV*1e3:.5f} meV")
print(f"main barriers: {18*BOHR_NM:.3f} {24*BOHR_NM:.3f} nm")

# Thickness scan, including a width near the floating-point noise.
print("scan: dL dR (bohr)  Gamma (hartree)  lifetime (ps)  FWHM/Gamma-1")
scan = {}
for left, right in [(6., 8.), (12., 16.), (18., 24.), (24., 32.), (60., 80.)]:
    layers = stack(left, right)
    state = resonances(layers)[0]
    pole = exact_pole(state['E'], layers)
    exact_width = -2 * pole.imag
    fwhm, shift, top = line_shape(pole, layers)
    excess = float(fwhm / exact_width - 1)
    shift_rule, excess_rule = predicted_corrections(pole, layers)
    assert abs(excess / float(excess_rule) - 1) < 0.05
    assert abs(float(shift / shift_rule) - 1) < 0.05
    flux_error = abs(state['width'] / float(exact_width) - 1)
    raw_error = abs(-2 * state['raw'].imag / float(exact_width) - 1)
    assert flux_error < (1e-4 if left == 60. else 1e-6)
    scan[left] = dict(state=state, shift=float(shift), excess=excess,
                      shift_rule=float(shift_rule),
                      excess_rule=float(excess_rule))
    print(f"{left:.0f} {right:.0f}  {state['width']:.5e}"
          f"  {TIME_PS/state['width']:.5e}  {excess:.3e}")
assert flux_error < raw_error
print(f"60/80 relative error, raw imaginary part: {raw_error:.1e}")
print(f"60/80 relative error, flux formula: {flux_error:.1e}")

thin = scan[6.]
print(f"6/8 FWHM excess, predicted: {thin['excess_rule']:.3e}")
print(f"6/8 peak shift, measured: {thin['shift']:.4e} hartree")
print(f"6/8 peak shift, predicted: {thin['shift_rule']:.4e} hartree")

# Exponential thickness law for the left partial width.
kappa = np.sqrt(2 * M_BARRIER * (U_BARRIER - ground['E'].real))
ratio = scan[24.]['state']['left'] / scan[18.]['state']['left']
assert abs(ratio / np.exp(-2 * kappa * 6.0) - 1) < 0.02
print(f"kappa at level 1: {kappa:.5f} 1/bohr")
print(f"Gamma_L ratio, 24 to 18 bohr: {ratio:.5f}")
print(f"exponential estimate of ratio: {np.exp(-12*kappa):.5f}")

# The same outgoing matrix must reproduce scattering at real energies.
thin_layers = stack(6.0, 8.0)
ham, lin, quad, _ = outgoing_matrices(thin_layers)
largest = 0.0
for energy in (0.03, 0.06, 0.10, 0.20):
    k = np.sqrt(2 * M_LEAD * energy)
    source = np.zeros(len(ham), complex)
    source[0] = -1j * k / M_LEAD
    wave = np.linalg.solve(ham - 1j * k * lin - k**2 * quad, source)
    reference = float(transmission(mp.mpf(energy), thin_layers))
    largest = max(largest, abs(abs(wave[-1])**2 / reference - 1))
assert largest < 1e-7
print(f"largest relative T difference, 4 energies: {largest:.1e}")

# Moving the outgoing boundary into the flat leads changes nothing.
lead_layer = [(20.0, M_LEAD, 0.0)]
moved = resonances(lead_layer + thin_layers + lead_layer)[0]
movement = abs(moved['E'] - thin['state']['E'])
assert movement < 1e-9
assert abs(moved['width'] / thin['state']['width'] - 1) < 1e-5
print(f"pole change, boundary moved 20 bohr: {movement:.1e} hartree")

# Lifetime meaning: actual decay of a wave packet prepared in the well.
rate = decay_rate(thin_layers, thin['state']['E'].real,
                  thin['state']['width'])
assert abs(rate / thin['state']['width'] - 1) < 0.01
print(f"6/8 decay rate, time propagation: {rate:.5e} atomic units")
print(f"6/8 rate divided by Gamma: {rate/thin['state']['width']:.5f}")
print("checks complete")
```

Running it gives:

```
masses lead, well, barrier: 1.0 0.9 0.2 m_e
well width: 40 bohr
well floor, barrier top: 0.05 0.12 hartree
polynomial degree per layer: 24
matrix size, linearized size: 73 146
main stack, barriers 18 and 24 bohr; energies in hartree
level  Er  Gamma  FWHM
1  0.05300555  1.636276e-06  1.636276e-06
2  0.06192739  1.127118e-05  1.127121e-05
3  0.07639329  6.394114e-05  6.394395e-05
level 1 closed-well energy: 0.05300641 hartree
level 1 Gamma_L: 1.435624e-06 hartree
level 1 Gamma_R: 2.006520e-07 hartree
level 1 share leaving left: 0.8774
level 1 peak T, transfer matrix: 0.430359
level 1 peak T, partial widths: 0.430359
level 1 lifetime: 6.11144e+05 atomic units
level 1 lifetime: 14.7829 ps
level 1 width: 0.04453 meV
main barriers: 0.953 1.270 nm
scan: dL dR (bohr)  Gamma (hartree)  lifetime (ps)  FWHM/Gamma-1
6 8  1.26708e-04  1.90903e-01  1.054e-03
12 16  1.32149e-05  1.83042e+00  1.248e-05
18 24  1.63628e-06  1.47829e+01  2.117e-07
24 32  2.15363e-07  1.12317e+02  4.054e-09
60 80  1.52866e-12  1.58235e+07  3.431e-19
60/80 relative error, raw imaginary part: 3.9e-05
60/80 relative error, flux formula: 2.4e-12
6/8 FWHM excess, predicted: 1.052e-03
6/8 peak shift, measured: 1.1502e-06 hartree
6/8 peak shift, predicted: 1.1497e-06 hartree
kappa at level 1: 0.16370 1/bohr
Gamma_L ratio, 24 to 18 bohr: 0.13983
exponential estimate of ratio: 0.14024
largest relative T difference, 4 energies: 1.3e-12
pole change, boundary moved 20 bohr: 2.1e-17 hartree
6/8 decay rate, time propagation: 1.26785e-04 atomic units
6/8 rate divided by Gamma: 1.00061
checks complete
```
